# Why interface charge barely pins an end-bonded carbon nanotube contact

**Q.** On planar contacts I change the metal and the barrier hardly moves. What fixes it there?

**A.** Charge in gap states at the interface. I use atomic units with Gaussian electrostatics, so a charge \(Q\) has potential \(Q/r\). Take a flat, grounded metal filling \(z<0\), and assume that the gap states are neutral when filled up to midgap. Let \(A(z)\) be midgap minus the Fermi energy, \(\Delta\) its value without interface charge, and \(V(z)\) the lowering of the electron energy by that charge:
\[
A(z)=\Delta-V(z).
\]
If \(A>0\), the states between the Fermi energy and midgap are empty, which leaves positive charge. Positive charge lowers electron energies, so \(V>0\) and the misalignment shrinks.

Put \(D\) states per area and energy in a sheet at height \(d\). Its charge density is \(\sigma=DA\), and the metal carries \(-\sigma\). The field between them is \(4\pi\sigma\) and the field beyond is zero, so everywhere beyond the sheet \(V=4\pi\sigma d\). Hence
\[
A=\Delta-4\pi Dd\,A\quad\Rightarrow\quad A=S\Delta,\qquad S=\frac{1}{1+4\pi Dd}.
\]
A larger work function raises \(\Delta\) one for one. With half gap \(M\), the hole barrier is \(M-A\), so it falls with slope \(S\). Small \(S\) is pinning.

For \(D=10^{14}\) states per eV and cm², or 1 per eV and nm², and \(d=0.3\) nm, restoring units multiplies \(D\) by \(e^2/4\pi\varepsilon_0=1.44\) eV nm. Then \(4\pi\times1.44\times1\times0.3=5.43\) and \(S=1/6.43=0.156\).

**Q.** Why doesn't that shift die away as I move into the semiconductor?

**A.** Because the sheet is wide. Give it a finite radius \(a\) and uniform \(\sigma\), and add the image charge. On the axis
\[
V=\int_0^a 2\pi r\sigma\left[\frac{1}{\sqrt{r^2+(z-d)^2}}-\frac{1}{\sqrt{r^2+(z+d)^2}}\right]dr .
\]
For \(z\gg d\), the bracket is \(-2d\) times the \(z\)-derivative of \((r^2+z^2)^{-1/2}\), which is \(2dz/(r^2+z^2)^{3/2}\). Since \(\int r\,dr\,(r^2+z^2)^{-3/2}=-(r^2+z^2)^{-1/2}\),
\[
V=4\pi\sigma d\left[1-\frac{z}{\sqrt{a^2+z^2}}\right].
\]
For \(z\ll a\) this is the planar step. For \(z\gg a\) the bracket tends to \(a^2/2z^2\), and with \(Q=\pi a^2\sigma\) we get \(V=2Qd/z^2\), the potential of a dipole \(2Qd\). The step therefore lasts to a depth comparable with the contact width.

**Q.** And what replaces the sheet when one tube stands on the metal?

**A.** A ring of radius \(R\) at height \(d\), with its image. Two points on a circle, separated by angle \(\theta\), are \(2R\sin(\theta/2)\) apart. The potential on the tube wall, per unit charge and at axial distance \(s\), is therefore
\[
g(s)=\frac1\pi\int_0^\pi\frac{d\theta}{\sqrt{s^2+4R^2\sin^2(\theta/2)}} .
\]
Substituting \(\theta=\pi-2\varphi\) turns the root into \(\sqrt{(s^2+4R^2)(1-m\sin^2\varphi)}\), with \(m=4R^2/(s^2+4R^2)\), so
\[
g(s)=\frac{2K(m)}{\pi\sqrt{s^2+4R^2}},
\]
where \(K\) is the complete elliptic integral of the first kind. At large \(s\), the average of \(4R^2\sin^2(\theta/2)\) is \(2R^2\), which gives \(g\simeq 1/s-R^2/s^3\). Then
\[
V=Q[g(z-d)-g(z+d)]\simeq-2Q\left[d\,g'(z)+\frac{d^3}{6}g'''(z)\right].
\]
With \(g'=-1/z^2+3R^2/z^4\) and \(g'''\simeq-6/z^4\),
\[
V\simeq 2Qd\left[\frac1{z^2}+\frac{d^2-3R^2}{z^4}\right].
\]
There is no constant term, so far from the metal the bands return to \(A=\Delta\).

**Q.** Is it really the width that matters, and not something special about tubes?

**A.** Keep the charge per tube fixed and plant many tubes on the metal. I summed ring dipoles for tubes of radius 0.7 nm on a square lattice of pitch 2 nm, filling a disc of radius 100 nm. At a depth of 10 nm the sum is 0.900 of the infinite-plane step with the same mean charge density, and the disc formula also gives 0.900. One tube alone gives 0.0063. The polarization of the tubes, left out of this sum, matters a great deal here: at this fixed charge it cuts the lasting step about elevenfold. The gap states respond by holding more charge. With the induced states and polarizability derived below, an unbounded array of this pitch keeps a lasting shift of about \(0.6\,\Delta\).

**Q.** Couldn't a pinned tube simply pile up more charge until its far bands shift too?

**A.** Not if the charge sits in a ring near the metal. Let the ring have \(N\) states per energy, \(G(z)\) be its potential per unit charge with the image included, and \(G_0\) the average of \(G\) over the ring itself. The ring needs some axial width, here 0.2 nm, because \(g\) diverges logarithmically at \(s=0\). Treating the ring's charge as one variable,
\[
Q=N(\Delta-QG_0)\;\Rightarrow\; Q=\frac{N\Delta}{1+NG_0},\qquad \frac{V(z)}{\Delta}=\frac{N\,G(z)}{1+NG_0}.
\]
As \(N\to\infty\), the ring is fully pinned and \(V/\Delta\to G(z)/G_0\), which still decays as \(1/z^2\). More states cannot push the charge past the value that aligns the ring.

With the planar density on the bonded wall area, and a wall 0.34 nm thick, \(N=2\pi\times0.7\times0.34\times1=1.5\) per eV. At 5 nm the ring then gives \(V/\Delta=0.013\), and the limit of infinitely many states gives 0.019. The planar contact has 0.844 at every depth beyond the sheet.

**Q.** But the bands next to the metal are still shifted. Don't my holes have to cross that region?

**A.** They do, and electrostatics alone does not settle the matter. How strongly the barrier is pinned also depends on how easily carriers tunnel through the shifted region. In a semiconducting tube, the allowed transverse wavevectors miss the band-crossing point of graphene by one third of their spacing \(1/R\). With band velocity \(v\), the half gap is therefore \(M=v/(3R)\), and near the gap the states obey
\[
-iv\sigma_x\psi'+[M\sigma_z+A(z)]\psi=E\psi .
\]
Consider a stretch of length \(L\) at midgap, \(E=A\), between gapless leads of the same velocity. Since \(\sigma_x\sigma_z=-i\sigma_y\), the equation becomes \(\psi'=-\kappa\sigma_y\psi\) with \(\kappa=M/v\), and
\[
\psi(L)=[\cosh\kappa L-\sigma_y\sinh\kappa L]\,\psi(0).
\]
The right and left movers in the leads are \(\chi_\pm=(1,\pm1)/\sqrt2\), with \(\sigma_y\chi_+=-i\chi_-\) and \(\sigma_y\chi_-=i\chi_+\). Set \(\psi(0)=\chi_++r\chi_-\) and \(\psi(L)=t\chi_+\). The two components give
\[
r\cosh\kappa L+i\sinh\kappa L=0,\qquad t=\cosh\kappa L-ir\sinh\kappa L .
\]
So \(r=-i\tanh\kappa L\), \(t=1/\cosh\kappa L\), and
\[
T=\frac1{\cosh^2(ML/v)} .
\]
Because \(M/v=1/(3R)\), a length \(3R\) transmits \(1/\cosh^2 1=0.42\) for any radius in this band model. A dimerized lattice chain between uniform leads, with the same \(ML/v\), gives 0.426; the test allowed 3 percent for lattice end effects.

**Q.** Doesn't the metal also induce gap states in the tube itself, spread beyond your ring?

**A.** Yes, and they matter. For a long gapped tube the reflection at midgap is total, \(|r|=1\). The density at the metal, \(|\chi_++r\chi_-|^2=2\), multiplies \(1/(2\pi v)\) states per length and energy for each incoming channel. Spin and valley give four channels. The wave then decays as \(e^{-\kappa z}\), so
\[
D_{\rm t}(z)=\frac{4}{\pi v}\,e^{-2Mz/v}.
\]
The depth is \(v/2M=3R/2\), again set by the radius. For \(R=0.7\) nm and \(\hbar v=0.6\) eV nm, \(M=0.6/2.1=0.286\) eV, the depth is 1.05 nm, and this subband holds \(2/(\pi M)=2.2\) induced states per eV, more than the ring has. I count only this lowest subband; higher ones would add states closer to the metal.

These states are not confined to a ring, so the limit \(G/G_0\) does not bound their effect. I use the midgap density at all energies and a local linear response, with charge \(D_{\rm t}A\) per length.

**Q.** And the tube is polarizable. Won't that carry the potential further?

**A.** It does. Consider one subband in a uniform axial field \(F\), with \(E_k=\sqrt{M^2+v^2k^2}\). Its eigenvectors turn through an angle \(\theta\) with \(\tan\theta=vk/M\), so the position matrix element between valence and conduction states is \(\tfrac12 d\theta/dk=vM/(2E_k^2)\). Second-order perturbation theory lowers the energy by \(F^2|x|^2/(2E_k)\) per state. Equating the sum to \(\tfrac12\alpha F^2\) gives
\[
\alpha=4\int\frac{dk}{2\pi}\,\frac{v^2M^2}{4E_k^5}=\frac{2v}{3\pi M^2},
\]
where \(\int dk\,E_k^{-5}=4/(3vM^4)\). The subbands have half gaps \(jv/(3R)\) with \(j=1,2,4,5,\dots\), skipping multiples of 3. Then \(\sum j^{-2}=\frac{\pi^2}{6}\left(1-\frac19\right)=\frac{4\pi^2}{27}\), and
\[
\alpha=\frac{2}{3\pi v}\,9R^2\,\frac{4\pi^2}{27}=\frac{8\pi R^2}{9v},
\]
which is 3.3 nm² here. It is a polarizability per length, for the \(\pi\) bands alone.

The polarization is \(P=-\alpha V'\) and its bound charge is \(-P'=\alpha V''\). With \(G(z,z')\) the potential on the wall of a unit ring at \(z'\) plus its image, and \(D(z)\) now the sum of ring and induced states per length,
\[
V(z)=\int_0^\infty G(z,z')\left[D(z')\{\Delta-V(z')\}+\alpha V''(z')\right]dz' .
\]
The induced dipole is \(\int P\,dz=-\alpha[V(\infty)-V(0)]=0\), because \(V\) vanishes on the grounded metal and far away. The leading far field is therefore still set by the gap-state charge:
\[
V(z)\to\frac{2}{z^2}\int_0^\infty D(z')A(z')\,z'\,dz' .
\]
Polarization slows the approach to this law: at 60 nm the solution exceeds it by 8 percent, against 0.2 percent without polarization.

Here is \(V/\Delta\) on the tube:

| \(z\) (nm) | ring only | ring and induced states, \(\alpha=0\) | ring and induced states, \(\alpha\) |
|---|---|---|---|
| 1 | 0.17 | 0.69 | 0.36 |
| 5 | 0.013 | 0.18 | 0.23 |
| 10 | 0.004 | 0.04 | 0.09 |
| 20 | 0.001 | 0.01 | 0.02 |

The bare ring greatly understates the reach. Polarization weakens the potential near the metal and strengthens its tail.

**Q.** So what barrier would I actually extract from a measurement?

**A.** Define it through the linear conductance per channel, in units of its quantum:
\[
g=\int T(E)\left(-\frac{df}{dE}\right)dE ,
\]
with \(f\) the Fermi function and \(E\) measured from the Fermi energy. A perfectly transmitting valence band with its edge at \(-\phi\) gives \(g=1-f(-\phi)=1/(1+e^{\phi/kT})\). I therefore assign to any contact
\[
\phi=kT\ln\left(\frac1g-1\right),\qquad S_{\rm tr}=-\frac{d\phi}{d\Delta}.
\]
I solve the band equation through the whole profile, with a gapless lead of the same velocity as the metal, and count holes only. For the planar lineup I keep the same tube channel and set \(A=S\Delta\) at all depths, so only the band profile differs. The barriers and pinning factors below are for the hole current alone. In the planar lineup, where midgap lies close to the Fermi energy, electrons would add about 16 percent to the measured conductance; in the tube they add almost nothing.

Take \(\Delta=0.15\) eV and 300 K, where \(kT=0.0259\) eV. The band-edge barriers are \(0.286-0.150=0.136\) eV without interface charge and \(0.2857-0.1556\times0.15=0.262\) eV for the planar lineup. The effective barriers are:

- no interface charge: 0.154 eV;
- tube with interface charge: 0.188 eV;
- planar lineup: 0.281 eV.

The first and last lie 0.018 eV above their band edges. Their bands are flat, so this excess comes from reflection where the gapless lead meets the gapped tube.

Interface charge thus raises the barrier by 0.033 eV in the tube and by 0.127 eV in the planar lineup. The conductance falls by \(e^{0.0334/0.0259}\simeq3.6\) in the first case and by \(e^{0.1266/0.0259}\simeq130\) in the second. Leaving out the charge of the free holes, the transport pinning factors are 0.77 for the tube and 0.156 for the planar lineup. Some pinning remains in the tube: about a quarter of a work-function change is lost, against 84 percent in the planar case. These factors come from the conductance at one temperature. If you instead take the barrier from the slope of \(\ln g\) against \(1/kT\) near 300 K, the factor is about 0.86 for the tube and still 0.156 for the planar lineup.

**Q.** How much of that 0.77 rests on your choices?

**A.** Without tube polarization it is also 0.77, although the potential profile changes a good deal. That matters because a local \(\alpha\) is doubtful at distances near \(R\). The agreement is looser elsewhere: with and without polarization the factor is 0.73 and 0.69 at \(R=1.0\) nm, and 0.74 and 0.72 at \(\Delta=0.25\) eV. The slope-based factor is 0.86 with polarization and about 0.92 without. Counting the induced states of the first six subbands, instead of the lowest alone, lowers the factor to about 0.73 with polarization and 0.75 without.

With ten times the interface states, and the tube's own induced states unchanged, the tube drops to 0.68 while the planar factor drops to 0.018. The tube is not immune, but its factor falls by about 13 percent of its value, against 88 percent for the planar one.

**Q.** Couldn't carriers tunnel through the planar barrier too?

**A.** Only if band bending makes it thin. For a planar semiconductor with permittivity 10, effective mass 0.3 electron masses and \(10^{17}\) dopants per cm³, a potential drop of 0.15 eV needs a depletion width \(W=41\) nm. At the bottom of a parabolic barrier \(\phi_b(1-z/W)^2\), the tunnelling exponent is
\[
2\int_0^W\frac{\sqrt{2m\phi_b}}{\hbar}\left(1-\frac zW\right)dz=\frac{W\sqrt{2m\phi_b}}{\hbar}=\frac{\phi_b}{E_{00}},\qquad E_{00}=\frac{e\hbar}{2}\sqrt{\frac{n}{m\varepsilon}},
\]
where I used \(W=\sqrt{2\varepsilon\phi_b/(e^2n)}\), with \(n\) the doping and \(\varepsilon\) the absolute permittivity. Here \(E_{00}=3.4\) meV, so the exponent is about 44 and tunnelling at the bottom is negligible. Just below the top the barrier is thin, and at 300 K the carriers that tunnel there carry a current comparable with that passing over the top. This lowers the effective barrier by only 0.01 to 0.02 eV. Much heavier doping would make tunnelling far more important. The planar formula also omits the depletion charge. Alone, that charge would drop about 0.02 eV across the dipole layer. The interface states respond to this drop as they do to \(\Delta\), so the lineup moves by only \(S\) times as much, about 0.003 eV.

**Q.** How close is this to a real nanotube transistor with a high-k gate stack?

**A.** The radius and velocity are rough typical values for semiconducting nanotubes, and \(10^{14}\) states per eV and cm² is a rough value for a strongly pinned metal contact, far above that of a good gate-oxide interface. A real tube is surrounded by oxide and a gate, whereas mine is bare and ungated. Filling all space with permittivity 20, roughly that of hafnium oxide, moves the tube's factor from 0.77 to 0.97. This overstates the screening, since the oxide does not fill the bond or the tube. It should not be set against 0.156 either: filling the planar dipole layer in the same way would give \(1/(1+5.43/20)\simeq0.79\).

The image force is a large omitted effect. Unscreened, it lowers the barrier by 0.12 eV at 3 nm, and including it at that strength, capped at the half gap close to the metal, brings the tube's factor to 1.01 if both bands are lifted together, or about 0.97 if the gap narrows instead, so little or no pinning is left. Screened fourfold, it hardly matters: the factor is then 0.78. Thermal holes, held at 0.0012 per nm, would shift the bands by about 0.014 eV at 20 nm in a long ungated tube. The shift itself thins out the holes, which trims it by roughly a third. Even so, it exceeds the dipole tail there, \(0.021\times0.15=0.003\) eV, so in such a tube carriers matter more than interface charge for the far lineup. Because their number grows exponentially with \(\Delta\), they also add pinning of their own: included self-consistently as a local density in an ungated tube about 200 nm long, they lower the factor from 0.77 to about 0.70, or about 0.66 without polarization. At an energy \(\epsilon\) from midgap the density of induced states decays over a depth \(v/(2\sqrt{M^2-\epsilon^2})\), so a uniform misalignment \(A\) gives them the charge \(\frac{4}{\pi v}\int_0^A\frac{v\,d\epsilon}{2\sqrt{M^2-\epsilon^2}}=\frac2\pi\arcsin\frac AM\). At \(A=\Delta\), before interface charge reduces the misalignment, this is about 5 percent above the linear value \(2A/(\pi M)\). With the local polarizability the peak axial field is 1.4 MV/cm. It lies close to the metal, where that \(\alpha\) is doubtful; without polarization it is about 10 MV/cm and keeps growing as the mesh is refined. I have not computed the radial field, which would enter a surrounding oxide, so this number does not show that the oxide is safe from breakdown.

**Q.** When should I stop trusting the argument?

**A.** When the dipole layer becomes wide or the shifted region becomes opaque. A dense array does the first. A tube lying under a long metal strip needs its own calculation, because the interface charge there runs along the contact instead of ending in a ring; I have not solved that geometry. A metal face that is not much wider than the distances of interest spoils the image construction.

The same reasoning applies to the gate. A metal gate much wider than its high-k film is thick is a wide planar interface, so a dipole layer there shifts the potential across the whole film and, at fixed charge elsewhere, moves the threshold voltage by the full step. End-bonding the source and drain does nothing to remove that shift. The numerical output lists the main values used here.

## Computed values

```
tube radius R = 0.7 nm; hbar v = 0.6 eV nm
tube gap 2M = 0.571 eV; kT = 0.0259 eV
unpinned midgap offset delta = 0.15 eV
interface states = 1.0e+14 per eV cm2, height 0.3 nm
bonded wall thickness = 0.34 nm
planar S = 0.156; lasting V/delta = 0.844
planar lasting shift = 0.1267 eV
tube array (radius 100 nm, pitch 2.0 nm) at 10 nm:
  potential / infinite-plane step = 0.900
  disc formula = 0.900
  one tube alone / same step = 0.00628
ring states on tube = 1.495 per eV
metal-induced states on tube = 2.227 per eV
their decay length = 1.050 nm
axial polarizability per length = 3.284 nm2
V/delta on tube: z(nm), ring only, ring limit, no polariz., full
     1  0.1708  0.2371  0.6946  0.3574
     2  0.0667  0.0925  0.5661  0.3685
     5  0.0134  0.0185  0.1812  0.2256
    10  0.0035  0.0048  0.0365  0.0875
    20  0.0009  0.0012  0.0083  0.0209
largest V/delta, full model = 0.375 at 1.55 nm
V at 60 nm / dipole law: no polariz. 1.002, full 1.084
midgap transmission over 3R = 2.1 nm: 0.420
  same from lattice chain: 0.426
band-edge hole barrier, unpinned = 0.1357 eV
band-edge hole barrier, planar = 0.2624 eV
effective barrier, no interface charge = 0.1541 eV
effective barrier, tube = 0.1875 eV
effective barrier, planar lineup = 0.2807 eV
rise by interface charge: tube 0.0334 eV, planar 0.1266 eV
transport S: no charge 0.998, planar 0.156
transport S, tube full model = 0.774
transport S, tube without polarization = 0.766
tenfold interface states: S tube 0.676, planar 0.018
transport S, tube in permittivity 20 = 0.971
image lowering at 3 nm, unscreened = 0.120 eV
transport S, tube with image lowering = 1.006
thermal holes far in tube = 0.00123 per nm
  their potential at 20 nm = 0.0138 eV
nonlinear / linear gap-state charge = 1.053
peak axial field on tube = 1.42 MV/cm
planar doping = 1e+17 cm-3, permittivity 10, mass 0.3 m_e
  depletion width for 0.15 eV = 40.7 nm
  depletion-charge shift across d = 0.0221 eV
  tunnelling energy E00 = 3.39 meV
```
